# Loops, Spin Correlations and Singlet Projectors for Valence-Bond States: a numerical check

```python
"""Valence-bond states of N = 8 spins-1/2, tested against explicit vectors.

Results under test, with S_i the spin divided by hbar:
  <V|W> = 2**(loops - N/2)
  <V|S_i.S_j|W>/<V|W> = 0 (different loops), +3/4 (same loop, same
      sublattice), -3/4 (same loop, opposite sublattices)
  P_ij = 1/4 - S_i.S_j reconnects bonds:
      P_ab (a,b) = (a,b),  P_ab (a,d)(c,b) = (1/2)(a,b)(c,d),
      P_ac (a,b)(c,d) = (1/2)(a,c)(b,d)
                      = (1/2)[(a,b)(c,d) - (a,d)(c,b)]
A sites are even, B sites odd; (a,b) = (|up,down> - |down,up>)/sqrt(2).
A state is stored as a tuple: entry k is the B partner of A site 2k.
The ring Hamiltonian is H = J sum_i S_i.S_(i+1), energies in units of J.
"""
import itertools
import numpy as np

N = 8
A_SITES = list(range(0, N, 2))
B_SITES = list(range(1, N, 2))
STATES = list(itertools.permutations(B_SITES))
INDEX = {state: k for k, state in enumerate(STATES)}
SINGLET = np.array([[0.0, 1.0], [-1.0, 0.0]]) / np.sqrt(2)


def bonds_of(state):
    return [(2 * k, b) for k, b in enumerate(state)]


def vector_from_bonds(bonds):
    """Full spin-space vector of a product of oriented singlets."""
    tensor = np.array(1.0)
    for _ in bonds:
        tensor = np.tensordot(tensor, SINGLET, axes=0)
    site_order = [site for bond in bonds for site in bond]
    return np.transpose(tensor, np.argsort(site_order)).reshape(-1)


def find_loops(bra, ket):
    """Number of loops and the loop label of every site."""
    label = [-1] * N
    count = 0
    for start in A_SITES:
        if label[start] >= 0:
            continue
        site = start
        while label[site] < 0:
            label[site] = count
            b = bra[site // 2]
            label[b] = count
            site = 2 * ket.index(b)
        count += 1
    return count, label


def loop_rule(label, i, j):
    if label[i] != label[j]:
        return 0.0
    return 0.75 if (i - j) % 2 == 0 else -0.75


def reconnect(state, a, b):
    """Weight and new state after the singlet projector on A-B pair a,b."""
    old_partner = state[a // 2]
    if old_partner == b:
        return 1.0, state
    new = list(state)
    new[state.index(b)] = old_partner
    new[a // 2] = b
    return 0.5, tuple(new)


def swap_partners(state, a, c):
    new = list(state)
    new[a // 2], new[c // 2] = new[c // 2], new[a // 2]
    return tuple(new)


# Spin operators from the Pauli matrices
spin_half = [np.array([[0, 1], [1, 0]], complex) / 2,
             np.array([[0, -1j], [1j, 0]]) / 2,
             np.array([[1, 0], [0, -1]], complex) / 2]
site_spin = [[np.kron(np.kron(np.eye(2**i), s), np.eye(2**(N - i - 1)))
              for s in spin_half] for i in range(N)]
PAIRS = list(itertools.combinations(range(N), 2))
dot = {(i, j): sum(site_spin[i][c] @ site_spin[j][c]
                   for c in range(3)).real for i, j in PAIRS}

# The pair operator is the projector on the two-site singlet
pair_dot = sum(np.kron(s, s) for s in spin_half).real
pair_singlet = SINGLET.reshape(-1)
assert np.allclose(np.eye(4) / 4 - pair_dot,
                   np.outer(pair_singlet, pair_singlet), atol=1e-13)

# Explicit vectors and total-spin-zero test
vectors = np.array([vector_from_bonds(bonds_of(s)) for s in STATES]).T
for c in range(3):
    total = sum(site_spin[i][c] for i in range(N))
    assert np.max(np.abs(total @ vectors)) < 1e-12

# Overlap and loop rule for every pair of states and every pair of sites
loop_data = [[find_loops(v, w) for w in STATES] for v in STATES]
overlap_rule = np.array([[2.0**(d[0] - N // 2) for d in row]
                         for row in loop_data])
overlap_direct = vectors.T @ vectors
assert np.allclose(overlap_direct, overlap_rule, atol=1e-12)
corr_rule = {}
corr_direct = {}
for i, j in PAIRS:
    signs = np.array([[loop_rule(d[1], i, j) for d in row]
                      for row in loop_data])
    corr_rule[i, j] = signs * overlap_rule
    corr_direct[i, j] = vectors.T @ dot[i, j] @ vectors
    assert np.allclose(corr_direct[i, j], corr_rule[i, j], atol=1e-12)
    zz = (site_spin[i][2] @ site_spin[j][2]).real
    assert np.allclose(3 * vectors.T @ zz @ vectors,
                       corr_direct[i, j], atol=1e-12)

# Reconnection on every state, for both kinds of site pair
for w, state in enumerate(STATES):
    for i, j in PAIRS:
        projected = vectors[:, w] / 4 - dot[i, j] @ vectors[:, w]
        if (i - j) % 2:
            a, b = (i, j) if i % 2 == 0 else (j, i)
            weight, new = reconnect(state, a, b)
            expected = weight * vectors[:, INDEX[new]]
        elif i % 2 == 0:
            swapped = swap_partners(state, i, j)
            expected = 0.5 * (vectors[:, w] - vectors[:, INDEX[swapped]])
            rest = [p for p in bonds_of(state) if p[0] not in (i, j)]
            odd_bonds = rest + [(i, j), (state[i // 2], state[j // 2])]
            assert np.allclose(projected,
                               0.5 * vector_from_bonds(odd_bonds),
                               atol=1e-12)
            for v in range(len(STATES)):
                before, label = loop_data[v][w]
                after = loop_data[v][INDEX[swapped]][0]
                change = 1 if label[i] == label[j] else -1
                assert after - before == change
        else:
            continue
        assert np.allclose(projected, expected, atol=1e-12)

# Two explicit bond patterns
bra = (1, 3, 5, 7)
ket = (5, 1, 3, 7)
ib, ik = INDEX[bra], INDEX[ket]
n_loops, labels = find_loops(bra, ket)
print("Number of sites N:", N)
print("Bipartite valence-bond states:", len(STATES))
print("Bra bonds:", bonds_of(bra))
print("Ket bonds:", bonds_of(ket))
print("Loops:", [[s for s in range(N) if labels[s] == k]
                 for k in range(n_loops)])
print("Number of loops:", n_loops)
print(f"Overlap, loop formula: {overlap_rule[ib, ik]:.6f}")
print(f"Overlap, explicit vectors: {overlap_direct[ib, ik]:.6f}")
for i, j in [(0, 2), (0, 3), (0, 6)]:
    ratio = corr_direct[i, j][ib, ik] / overlap_direct[ib, ik]
    print(f"<S{i}.S{j}> ratio, explicit vectors: {ratio + 0.0:.4f}"
          f"; loop rule: {loop_rule(labels, i, j):.4f}")
for a, b in [(0, 1), (6, 5)]:
    weight, new = reconnect(ket, a, b)
    element = overlap_direct[ib, ik] / 4 - corr_direct[
        min(a, b), max(a, b)][ib, ik]
    new_loops = find_loops(bra, new)[0]
    assert abs(element - weight * 2.0**(new_loops - N // 2)) < 1e-12
    print(f"P({a},{b}) on ket: weight {weight}, bonds {bonds_of(new)}")
    print(f"  loops after: {new_loops}; <bra|P|ket>: {element:.6f}")

# Ring: reference by diagonalization in the full spin space
ring = [tuple(sorted((i, (i + 1) % N))) for i in range(N)]
hamiltonian = sum(dot[p] for p in ring)
levels, eigenvectors = np.linalg.eigh(hamiltonian)
e_ground = levels[0]
ground = eigenvectors[:, 0]
assert levels[1] - levels[0] > 1e-6
k_levels = N / 4 - levels
assert k_levels.min() > -1e-12
weights = (eigenvectors.T @ vectors[:, ib])**2
assert weights[0] > 1e-3
k_ground = k_levels[0]
k_next = max(k for k, p in zip(k_levels, weights)
             if p > 1e-10 and k < k_ground - 1e-8)

# Ring: powers of K acting through bond reconnection alone
transfer = np.zeros((len(STATES), len(STATES)))
for w, state in enumerate(STATES):
    for i, j in ring:
        a, b = (i, j) if i % 2 == 0 else (j, i)
        weight, new = reconnect(state, a, b)
        transfer[INDEX[new], w] += weight
energy_rule = sum(corr_rule[p] for p in ring)
coefficients = np.zeros(len(STATES))
coefficients[ib] = 1.0
energies = []
for power in range(201):
    norm = coefficients @ overlap_rule @ coefficients
    energies.append(coefficients @ energy_rule @ coefficients / norm)
    if power < 200:
        coefficients = transfer @ coefficients
        coefficients /= coefficients.sum()
assert coefficients.min() >= 0
assert abs(energies[-1] - e_ground) < 1e-10
error_ratio = (energies[30] - e_ground) / (energies[29] - e_ground)
assert abs(error_ratio - (k_next / k_ground)**2) < 1e-3

reached = np.flatnonzero(coefficients > 0)
rank_reached = np.linalg.matrix_rank(vectors[:, reached], tol=1e-10)
rank_all = np.linalg.matrix_rank(vectors, tol=1e-10)
assert rank_reached == len(reached) == rank_all
print("States reached from the dimer state:", len(reached))
print("Dimension spanned by all bipartite states:", rank_all)
for power in [0, 1, 2, 4, 8, 16]:
    print(f"Energy after K^{power} on both sides: "
          f"{energies[power]:.8f} J")
print(f"Ground energy, diagonalization: {e_ground:.8f} J")
print(f"Ground energy per site: {e_ground / N:.8f} J")
print(f"Largest eigenvalue k0 of K: {k_ground:.6f}")
print(f"Next eigenvalue k1 present in dimer state: {k_next:.6f}")
print(f"(k1/k0)^2: {(k_next / k_ground)**2:.6f}")
print(f"Energy-error ratio, power 30 to 29: {error_ratio:.6f}")
norm = coefficients @ overlap_rule @ coefficients
for r in range(1, N // 2 + 1):
    by_loops = coefficients @ corr_rule[0, r] @ coefficients / norm
    by_diag = ground @ dot[0, r] @ ground
    assert abs(by_loops - by_diag) < 1e-7
    print(f"<S0.S{r}> ground state, loops: {by_loops:.6f}"
          f"; diagonalization: {by_diag:.6f}")
print("OK")
```

Output:

```
Number of sites N: 8
Bipartite valence-bond states: 24
Bra bonds: [(0, 1), (2, 3), (4, 5), (6, 7)]
Ket bonds: [(0, 5), (2, 1), (4, 3), (6, 7)]
Loops: [[0, 1, 2, 3, 4, 5], [6, 7]]
Number of loops: 2
Overlap, loop formula: 0.250000
Overlap, explicit vectors: 0.250000
<S0.S2> ratio, explicit vectors: 0.7500; loop rule: 0.7500
<S0.S3> ratio, explicit vectors: -0.7500; loop rule: -0.7500
<S0.S6> ratio, explicit vectors: 0.0000; loop rule: 0.0000
P(0,1) on ket: weight 0.5, bonds [(0, 1), (2, 5), (4, 3), (6, 7)]
  loops after: 3; <bra|P|ket>: 0.250000
P(6,5) on ket: weight 0.5, bonds [(0, 7), (2, 1), (4, 3), (6, 5)]
  loops after: 1; <bra|P|ket>: 0.062500
States reached from the dimer state: 14
Dimension spanned by all bipartite states: 14
Energy after K^0 on both sides: -3.00000000 J
Energy after K^1 on both sides: -3.24757282 J
Energy after K^2 on both sides: -3.36854011 J
Energy after K^4 on both sides: -3.50098504 J
Energy after K^8 on both sides: -3.61231421 J
Energy after K^16 on both sides: -3.64898208 J
Ground energy, diagonalization: -3.65109341 J
Ground energy per site: -0.45638668 J
Largest eigenvalue k0 of K: 5.651093
Next eigenvalue k1 present in dimer state: 4.699628
(k1/k0)^2: 0.691611
Energy-error ratio, power 30 to 29: 0.691615
<S0.S1> ground state, loops: -0.456387; diagonalization: -0.456387
<S0.S2> ground state, loops: 0.195778; diagonalization: 0.195778
<S0.S3> ground state, loops: -0.188953; diagonalization: -0.188953
<S0.S4> ground state, loops: 0.149123; diagonalization: 0.149123
OK
```
